**Unsöld's theorem under the 24 rotations of a cube**

For partners $f_i$ of a $d$-dimensional irrep with unitary matrices $D(g)$, the density $\rho=\sum_i|f_i|^2$ is invariant under the group and under unitary changes of basis. The program builds $D(g)$ by quadrature for the $e$ and $t_2$ sets of d functions and asserts both properties at random points. It also asserts that the group average of $\sum_{ij}W_{ij}f_if_j^*$ equals $(\mathrm{tr}\,W/d)\rho$ for a random Hermitian matrix $W$. Partners projected from a seed without symmetry are asserted to be orthogonal with equal norms, to transform correctly and to have an invariant density. The output shows that two projected copies of one irrep can have different densities. It lists $\rho_e$ and $\rho_{t_2}$ in four directions, where their sum is always 0.397887 sr⁻¹. The counterexamples show invariance lost for one real partner alone and for a non-orthogonal basis, and the averaging rule lost in the reducible d space.

## Program and output

```python
# Result under test: if functions f_i (i = 1..d) transform under a finite group
# as f_i(g^-1 r) = sum_j f_j(r) D_ji(g) with unitary D, then
# rho(r) = sum_i |f_i(r)|^2 is invariant under the group and is unchanged by
# any unitary change of basis. For an irrep, the group average of
# sum_ij W_ij f_i f_j^* equals (trace W / d) rho.
# Group: the 24 proper rotations of a cube. Functions: angular d functions
# (e pair, t2 triple), and partners projected from a generic seed function.
# Points are rows of unit vectors, so g^-1 r is computed as r @ g.
import itertools
import numpy as np

rng = np.random.default_rng(7)
PI4 = 4 * np.pi


def close(a, b, tol=1e-11):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


def unit(v):
    v = np.atleast_2d(np.asarray(v, float))
    return v / np.linalg.norm(v, axis=1)[:, None]


group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        g = np.diag(signs)[:, perm].astype(float)
        if np.linalg.det(g) > 0:
            group.append(g)
order = len(group)
assert order == 24

# Product quadrature on the unit sphere
u, wu = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
uu, pp = np.meshgrid(u, phi, indexing="ij")
ss = np.sqrt(1 - uu**2)
grid = np.stack([ss * np.cos(pp), ss * np.sin(pp), uu], -1).reshape(-1, 3)
weight = np.repeat(wu, 48) * 2 * np.pi / 48


def e_pair(r):
    x, y, z = r.T
    return np.sqrt(5 / PI4) * np.array(
        [(3 * z**2 - 1) / 2, np.sqrt(3) / 2 * (x**2 - y**2)])


def t2_triple(r):
    x, y, z = r.T
    return np.sqrt(15 / PI4) * np.array([y * z, z * x, x * y])


def d_all(r):
    return np.vstack([e_pair(r), t2_triple(r)])


def overlap(a, b):
    return (a.conj() * weight) @ b.T


def density(f):
    return np.sum(np.abs(f)**2, axis=0)


def rep_matrices(func):
    return np.array([overlap(func(grid), func(grid @ g)) for g in group])


def random_unitary(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return np.linalg.qr(a)[0]


def seed(r):
    x, y, z = r.T
    return np.exp(1.5 * x - 0.9 * y + 2.4 * z) * (1 + 0.4 * x * y)


def project(mats, k, r):
    d = mats.shape[1]
    return d / order * sum(np.outer(m[:, k].conj(), seed(r @ g))
                           for m, g in zip(mats, group))


points = unit(rng.normal(size=(40, 3)))
Q = lambda r: (r[:, 0] * r[:, 1])**2 + (r[:, 1] * r[:, 2])**2 \
    + (r[:, 2] * r[:, 0])**2
formula = {"e": lambda r: 5 / PI4 * (1 - 3 * Q(r)),
           "t2": lambda r: 15 / PI4 * Q(r)}
print("number of group elements:", order)

for name, func in (("e", e_pair), ("t2", t2_triple)):
    f = func(points)
    d = len(f)
    rho = density(f)
    assert close(overlap(func(grid), func(grid)), np.eye(d))
    U = random_unitary(d)
    mixed = lambda r, func=func, U=U: U.T @ func(r)
    D = rep_matrices(func)
    Dmix = rep_matrices(mixed)
    character_sum = np.sum(np.abs(np.trace(D, axis1=1, axis2=2))**2) / order
    assert close(character_sum, 1)          # irreducible
    for a, g in enumerate(group):
        assert close(D[a].conj().T @ D[a], np.eye(d))
        assert close(func(points @ g), D[a].T @ f)
        assert close(Dmix[a], U.conj().T @ D[a] @ U)
        assert close(density(func(points @ g)), rho)
    assert close(density(mixed(points)), rho)
    assert close(rho, formula[name](points))

    # Group average of a general Hermitian form, and of one random function
    W = rng.normal(size=(d, d)) + 1j * rng.normal(size=(d, d))
    W = W + W.conj().T
    avg = sum(np.einsum("ij,in,jn->n", W, func(points @ g),
                        func(points @ g).conj()) for g in group) / order
    assert close(avg, np.trace(W) / d * rho)
    c = random_unitary(d)[:, 0]
    avg = sum(np.abs(c @ func(points @ g))**2 for g in group) / order
    assert close(avg, rho / d)

    # Anisotropic part has no component of degree below four
    aniso = density(func(grid)) - d / PI4
    for p in itertools.product(range(4), repeat=3):
        if sum(p) <= 3:
            assert close(np.sum(weight * aniso * np.prod(grid**p, axis=1)), 0)
    assert np.max(np.abs(aniso)) > 0.05

    # Partners projected from a generic seed with complex irrep matrices
    shapes = []
    for k in (0, 1):
        h = project(Dmix, k, points)
        S = overlap(project(Dmix, k, grid), project(Dmix, k, grid))
        norm = S[0, 0].real
        assert norm > 1e-3
        assert close(S / norm, np.eye(d), 1e-9)
        for a, g in enumerate(group):
            moved = project(Dmix, k, points @ g)
            assert close(moved, Dmix[a].T @ h, 1e-10)
            assert close(density(moved), density(h), 1e-9)
        shapes.append(density(h) / norm)
    copy_difference = np.max(np.abs(shapes[0] - shapes[1]))
    assert copy_difference > 1e-3
    print(f"{name}: dimension {d}, mean |character|^2 = {character_sum:.6f}")
    print(f"{name}: seed copies k=1,2, largest density difference"
          f" at 40 points = {copy_difference:.4f} /sr")

# All five d functions: constant on the sphere
assert close(density(d_all(points)), 5 / PI4)
print(f"5/(4 pi) = {5 / PI4:.6f} /sr")
print(f"spherical parts: e {2 / PI4:.6f}, t2 {3 / PI4:.6f} /sr")

print("direction, Q, rho_e, rho_t2, sum (densities in /sr)")
for v in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, 3]):
    r = unit(v)
    re, rt = density(e_pair(r))[0], density(t2_triple(r))[0]
    print(v, f"{Q(r)[0]:.6f} {re:.6f} {rt:.6f} {re + rt:.6f}")

print("e pair: direction, |f1|^2, |f2|^2, sum (/sr)")
for v in ([1, 2, 3], [3, 1, 2]):
    sq = np.abs(e_pair(unit(v))[:, 0])**2
    print(v, f"{sq[0]:.6f} {sq[1]:.6f} {sq.sum():.6f}")
angle = np.pi / 6
turn = np.array([[np.cos(angle), -np.sin(angle)],
                 [np.sin(angle), np.cos(angle)]])
sq = np.abs(turn.T @ e_pair(unit([1, 2, 3])))[:, 0]**2
print("same at [1, 2, 3], basis turned by 30 degrees:")
print(f"{sq[0]:.6f} {sq[1]:.6f} {sq.sum():.6f}")

# Each complex combination of the real e pair has an invariant density
f = e_pair(points)
for sign in (1, -1):
    one = lambda r: np.abs(np.array([1, sign * 1j]) @ e_pair(r))**2 / 2
    assert close(one(points), density(f) / 2)
    assert all(close(one(points @ g), one(points)) for g in group)
one_complex = np.abs(np.array([1, 1j]) @ e_pair(unit([1, 2, 3])))[0]**2 / 2
print(f"|(f1 + i f2)/sqrt2|^2 at [1, 2, 3] = {one_complex:.6f} /sr")

# Counterexamples compare two directions related by a cube rotation
pair = unit([[0, 0, 1], [1, 0, 0]])
single = e_pair(pair)[0]**2
skew = np.array([[1, 0], [1 / np.sqrt(2), 1 / np.sqrt(2)]])
skew_density = density(skew @ e_pair(pair))
assert abs(single[0] - single[1]) > 0.1
assert abs(skew_density[0] - skew_density[1]) > 0.1
print("counterexamples at [001] and [100] (/sr):")
print(f"f1 alone: {single[0]:.6f} {single[1]:.6f}")
print("non-orthogonal basis f1, (f1+f2)/sqrt2:")
print(f"{skew_density[0]:.6f} {skew_density[1]:.6f}")

# In the reducible five-dimensional space the average is not rho/5
diag = unit([1, 1, 1])
avg_f1 = sum(e_pair(diag @ g)[0, 0]**2 for g in group) / order
fifth = density(d_all(diag))[0] / 5
assert abs(avg_f1 - fifth) > 0.05
print("group average of |f1|^2 at [111], against rho_d/5 (/sr):")
print(f"{abs(avg_f1):.6f} {fifth:.6f}")
print("all good")
```

Output:

```
number of group elements: 24
e: dimension 2, mean |character|^2 = 1.000000
e: seed copies k=1,2, largest density difference at 40 points = 0.0893 /sr
t2: dimension 3, mean |character|^2 = 1.000000
t2: seed copies k=1,2, largest density difference at 40 points = 0.0365 /sr
5/(4 pi) = 0.397887 /sr
spherical parts: e 0.159155, t2 0.238732 /sr
direction, Q, rho_e, rho_t2, sum (densities in /sr)
[1, 0, 0] 0.000000 0.397887 0.000000 0.397887
[1, 1, 0] 0.250000 0.099472 0.298416 0.397887
[1, 1, 1] 0.333333 0.000000 0.397887 0.397887
[1, 2, 3] 0.250000 0.099472 0.298416 0.397887
e pair: direction, |f1|^2, |f2|^2, sum (/sr)
[1, 2, 3] 0.085769 0.013703 0.099472
[3, 1, 2] 0.002030 0.097442 0.099472
same at [1, 2, 3], basis turned by 30 degrees:
0.038063 0.061409 0.099472
|(f1 + i f2)/sqrt2|^2 at [1, 2, 3] = 0.049736 /sr
counterexamples at [001] and [100] (/sr):
f1 alone: 0.397887 0.099472
non-orthogonal basis f1, (f1+f2)/sqrt2:
0.596831 0.126125
group average of |f1|^2 at [111], against rho_d/5 (/sr):
0.000000 0.079577
all good
```
